The ion Sn$^{13+}$ has 37 electrons: 36 in closed shells and one in the 4d shell. Spin and orbital motion of that electron combine to the two levels $^2D_{3/2}$ and $^2D_{5/2}$, with $^2D_{3/2}$ the lower. For a spin $g$-factor of 2 the magnetic-dipole line strength between them is
\begin{equation}
S_{\rm M1}=\sum_{M,M'}\sum_{i=x,y,z}\left|\langle \tfrac32 M|L_i+2S_i|\tfrac52 M'\rangle\right|^2=\frac{12}{5},
\label{result}
\end{equation}
in units of $\mu_B^2$. Here $\mathbf L$ and $\mathbf S$ are the orbital and spin angular momenta in units of $\hbar$, and the magnetic moment is $\boldsymbol\mu=-\mu_B(\mathbf L+g\mathbf S)$ with $g=2$. The sum runs over the magnetic quantum numbers of both levels and is not divided by a degeneracy, so the strength is the same for emission and absorption. The result holds when both levels are pure $^2D$ with one common radial function, when the moment has the non-relativistic form just given, and when the wavelength is long compared with the ion.

Closed shells have zero orbital and spin angular momentum and add nothing to the moment. The problem therefore lives in the ten states with $l=2$, $s=\frac12$: four with $J=\frac32$ and six with $J=\frac52$. With $\mathbf J=\mathbf L+\mathbf S$ the operator in the strength is
\begin{equation}
\mathbf L+g\mathbf S=\mathbf J+(g-1)\mathbf S .
\label{split}
\end{equation}
Each component of $\mathbf J$ commutes with $J^2$ and cannot connect levels of different $J$. Between the two levels only the second term acts, and
\begin{equation}
S_{\rm M1}=(g-1)^2X,\qquad X=\sum_{M,M',i}\left|\langle \tfrac32 M|S_i|\tfrac52 M'\rangle\right|^2 .
\end{equation}
If $g$ were 1, the moment would be proportional to the conserved total angular momentum and the line would vanish. The transition exists because spin carries twice as much moment per unit of angular momentum as orbital motion does.

To find $X$, first sum the squared spin elements over all pairs of the ten states. By completeness this is a trace:
\begin{equation}
\sum_{\alpha,\beta,i}|\langle\alpha|S_i|\beta\rangle|^2={\rm Tr}\,S^2=10\cdot\tfrac12\cdot\tfrac32=\frac{15}{2}.
\end{equation}
The pairs fall into four blocks: both states in $J=\frac32$, both in $J=\frac52$, and two mixed blocks. The mixed blocks are equal because $S_i$ is Hermitian, and each is $X$.

Inside one level, $\mathbf S$ and $\mathbf J$ are both vector operators. Rotational symmetry (the Wigner--Eckart theorem) makes their matrices proportional there, $\mathbf S\to a_J\mathbf J$. The constant follows by taking the scalar product with $\mathbf J$, which does not lead out of the level:
\begin{equation}
\langle\mathbf S\cdot\mathbf J\rangle=a_J\,J(J+1).
\end{equation}
Squaring $\mathbf L=\mathbf J-\mathbf S$ gives $L^2=J^2+S^2-2\,\mathbf S\cdot\mathbf J$, so that
\begin{equation}
a_J=\frac{J(J+1)+\frac34-6}{2J(J+1)},\qquad
a_{5/2}=\frac{7/2}{35/2}=\frac15,\qquad a_{3/2}=\frac{-3/2}{15/2}=-\frac15 .
\end{equation}
On average the spin points along $\mathbf J$ in the upper level and against it in the lower. Each diagonal block is $a_J^2$ times the trace of $J^2$ in that level, $a_J^2J(J+1)(2J+1)$:
\begin{equation}
\frac1{25}\cdot\frac{35}{4}\cdot6=\frac{21}{10},\qquad
\frac1{25}\cdot\frac{15}{4}\cdot4=\frac35 .
\end{equation}
The balance of the four blocks is then
\begin{equation}
\frac{15}{2}=\frac{21}{10}+\frac35+2X\quad\Longrightarrow\quad X=\frac12\cdot\frac{24}{5}=\frac{12}{5},
\end{equation}
and $(g-1)^2=1$ gives Eq.~(\ref{result}).

The same number can be seen in individual states. Write $|m\uparrow\rangle$ and $|m\downarrow\rangle$ for orbital projection $m$ and spin up or down. Applying $J_-=L_-+S_-$ to $|\frac52\,\frac52\rangle=|2\uparrow\rangle$, with $J_-|\frac52\,\frac52\rangle=\sqrt5\,|\frac52\,\frac32\rangle$ and $L_-|2\rangle=2|1\rangle$, gives
\begin{equation}
|\tfrac52\,\tfrac32\rangle=\frac{2|1\uparrow\rangle+|2\downarrow\rangle}{\sqrt5},\qquad
|\tfrac32\,\tfrac32\rangle=\frac{|1\uparrow\rangle-2|2\downarrow\rangle}{\sqrt5},
\end{equation}
the second state being the orthogonal combination. Hence $\langle\frac32\,\frac32|S_z|\frac52\,\frac32\rangle=\frac12\cdot\frac25+\frac12\cdot\frac25=\frac25$. One more lowering, with $J_-|\frac52\,\frac32\rangle=\sqrt8\,|\frac52\,\frac12\rangle$ and $L_-|1\rangle=\sqrt6\,|0\rangle$, gives $|\frac52\,\frac12\rangle=\sqrt{3/5}\,|0\uparrow\rangle+\sqrt{2/5}\,|1\downarrow\rangle$. Its orthogonal partner gives an $S_z$ element of magnitude $\sqrt6/5$. Negative $M$ repeats these values, so the $z$ component contributes $2(\frac4{25}+\frac6{25})=\frac45$. A sum over complete levels has no preferred axis, so the three components contribute equally and $X=3\cdot\frac45=\frac{12}5$.

For general $l\ge1$ the projection constants are $a_{l\pm1/2}=\pm1/(2l+1)$. The trace is $\frac32(2l+1)$ and the diagonal blocks add up to $(4l^2+4l+3)/[2(2l+1)]$. Half the difference gives
\begin{equation}
S_{\rm M1}=(g-1)^2\,\frac{2l(l+1)}{2l+1},
\end{equation}
which is $\frac43$ for a p electron and $\frac{12}5$ for a d electron at $g=2$. For large $l$ it grows as $l$.

The derivation used the quantum numbers of the term and no property of the radial function except that both levels share it. It therefore also covers a correlated ion in which several configurations mix, provided that each is coupled to $^2D$ and the mixture is the same in both levels. Mixing that depends on $J$, or that brings in other terms, changes the result.

The strength fixes the radiative decay rate. Both levels have even parity, so electric-dipole decay is forbidden. The magnetic coupling is $-\boldsymbol\mu\cdot\mathbf B$. For emission of one photon of angular frequency $\omega$, direction $\mathbf n$ and real polarisation $\mathbf e$ into a volume $V$, the squared matrix element is
\begin{equation}
\frac{\hbar\omega}{2\varepsilon_0Vc^2}\,|(\mathbf n\times\mathbf e)\cdot\boldsymbol\mu_{fi}|^2 .
\end{equation}
The golden rule multiplies this by $2\pi/\hbar$ and by the density of photon states $V\omega^2d\Omega/[(2\pi)^3\hbar c^3]$. With $1/(\varepsilon_0c^2)=\mu_0$ the rate into $d\Omega$ is
\begin{equation}
\frac{\mu_0\omega^3}{8\pi^2\hbar c^3}\,|(\mathbf n\times\mathbf e)\cdot\boldsymbol\mu_{fi}|^2\,d\Omega .
\end{equation}
For the two polarisations, $\mathbf n\times\mathbf e$ runs over two perpendicular unit vectors normal to $\mathbf n$, so their sum is $|\boldsymbol\mu_{fi}|^2-|\mathbf n\cdot\boldsymbol\mu_{fi}|^2$. Its integral over directions is $4\pi(1-\frac13)|\boldsymbol\mu_{fi}|^2=\frac{8\pi}3|\boldsymbol\mu_{fi}|^2$. Summed over the final states, $|\boldsymbol\mu_{fi}|^2$ is the same for each of the $g_u=6$ upper states by rotational symmetry, and equals $\mu_B^2S_{\rm M1}/6$. With $\omega=2\pi c/\lambda$,
\begin{equation}
A=\frac{\mu_0\omega^3\mu_B^2}{3\pi\hbar c^3}\,\frac{S_{\rm M1}}{g_u}
=\frac{8\pi^2\mu_0\mu_B^2}{3\hbar\lambda^3}\cdot\frac25 .
\label{rate}
\end{equation}

Take a level splitting of 1.60 eV, a rough value for Sn$^{13+}$ used here as an input. The wavelength is $\lambda=hc/(1.60\ {\rm eV})=775$ nm, in the near infrared. Equation~(\ref{rate}) gives $A=23.2\ {\rm s}^{-1}$ and a lifetime $1/A=43$ ms. The cube of the splitting makes the rate more sensitive to the input than the strength is: raising the splitting by 0.05 eV multiplies $A$ by $(1.65/1.60)^3=1.097$, an increase of 9.7\,\% at fixed strength. The electron's actual $g$-factor, 2.002319, multiplies the strength by $(1.002319)^2$ and raises it to $2.411\,\mu_B^2$, or by 0.46\,\%.

A relativistic treatment shows how well the common radial function and the non-relativistic moment serve. In atomic units, with energies measured from the rest energy, write the Dirac orbital as
\begin{equation}
\psi=\frac1r\begin{pmatrix}P\,\Omega_\kappa\\ iQ\,\Omega_{-\kappa}\end{pmatrix},\qquad \Omega_{-\kappa}=-\sigma_r\Omega_\kappa,\qquad \sigma_r=\hat{\mathbf r}\cdot\boldsymbol\sigma,
\end{equation}
where $\Omega_\kappa$ is the two-component angular function, $\kappa_a=2$ for $4d_{3/2}$ and $\kappa_b=-3$ for $4d_{5/2}$. The radial equations in a central potential $V(r)$ are
\begin{equation}
P'=-\frac{\kappa}{r}P+\frac{E-V+2c^2}{c}Q,\qquad
Q'=\frac{\kappa}{r}Q-\frac{E-V}{c}P .
\label{dirac}
\end{equation}
The electron current is $-c\boldsymbol\alpha$, and $\mu_B=\frac12$ in these units, so the moment in Bohr magnetons is $-c\,\mathbf r\times\boldsymbol\alpha$. The matrix $\boldsymbol\alpha$ joins large to small components. The product rule for Pauli matrices gives $(\hat{\mathbf r}\times\boldsymbol\sigma)\sigma_r=i(\hat{\mathbf r}\sigma_r-\boldsymbol\sigma)$. Since $\hat{\mathbf r}\times\boldsymbol\sigma$ contains only spin components normal to $\hat{\mathbf r}$, it anticommutes with $\sigma_r$. The two cross terms then carry the same angular factor, and
\begin{equation}
\frac{\boldsymbol\mu_{ab}}{\mu_B}=-cR\,\langle\hat{\mathbf r}\sigma_r-\boldsymbol\sigma\rangle_{ab},\qquad R=\int_0^\infty r(P_aQ_b+Q_aP_b)\,dr .
\end{equation}

The angular element follows from an operator identity within $l=2$. The traceless tensor $\hat r_i\hat r_j-\frac13\delta_{ij}$ must be proportional to the one traceless symmetric tensor built from $\mathbf L$:
\begin{equation}
\hat r_i\hat r_j-\tfrac13\delta_{ij}\;\to\;-\tfrac2{21}\left[\tfrac12(L_iL_j+L_jL_i)-2\delta_{ij}\right].
\label{tensor}
\end{equation}
The state $m=2$ fixes the factor: there $\langle\cos^2\theta\rangle=\frac17$, so the left side for $i=j=z$ is $-\frac4{21}$, while the bracket is $4-2=2$. Multiply Eq.~(\ref{tensor}) by $\sigma_j$ and sum over $j$. The product $\mathbf L\cdot\boldsymbol\sigma$ is $-3$ in $d_{3/2}$ and $2$ in $d_{5/2}$, so the symmetrised term gives $\frac12(-3+2)\langle L_i\rangle_{ab}=-\frac12\langle L_i\rangle_{ab}$. Because $\mathbf J$ has no element between the levels, $\langle L_i\rangle_{ab}=-\frac12\langle\sigma_i\rangle_{ab}$, and the term equals $\frac14\langle\sigma_i\rangle_{ab}$. Therefore
\begin{equation}
\langle\hat r_i\sigma_r\rangle_{ab}=\left[\tfrac13-\tfrac2{21}\left(\tfrac14-2\right)\right]\langle\sigma_i\rangle_{ab}=\tfrac12\langle\sigma_i\rangle_{ab}.
\end{equation}
The moment is $cR\,\langle\mathbf S\rangle_{ab}$, and the Dirac strength is
\begin{equation}
S_{\rm M1}=\frac{12}5\,(cR)^2 .
\end{equation}

To read $cR$, differentiate $r(P_aP_b+Q_aQ_b)$, insert Eq.~(\ref{dirac}) and integrate. The left side vanishes for bound states, the potential cancels, and $\kappa_a+\kappa_b=-1$ leaves
\begin{equation}
0=2\int P_aP_b\,dr+2cR+\frac{E_a-E_b}{c}\int r(Q_aP_b-P_aQ_b)\,dr .
\end{equation}
Hence
\begin{equation}
cR=-\int P_aP_b\,dr-\frac{E_a-E_b}{2c}\int r(Q_aP_b-P_aQ_b)\,dr .
\label{exact}
\end{equation}
For large $c$ the first radial equation gives $Q\approx(P'+\kappa P/r)/(2c)$. The small components then hold a share of the norm of order $1/c^2$. The two large components differ by order $1/c^2$ through the spin--orbit coupling, and their overlap, being largest when they coincide, drops by order $1/c^4$. In the last term the integral tends to $(\kappa_a-\kappa_b)/(2c)=5/(2c)$ and the splitting is itself of order $1/c^2$, so this term is also of order $1/c^4$. As $c$ grows, $(cR)^2\to1$ and the value $\frac{12}5$ returns.

For a size, place the 4d electron in the model potential
\begin{equation}
V(r)=-\frac{14+36\,e^{-r/d}}{r},
\end{equation}
which has the nuclear charge 50 at the centre and the charge 14 seen from outside the 36 core electrons. The Dirac equation was diagonalised in 24 Gaussian functions for each large component, with small-component functions derived from them by $P'+\kappa P/r$. Requiring the splitting to be 1.60 eV fixes $d=0.181\,a_0$, with $a_0$ the Bohr radius. The splitting is thus an input here, not a prediction.

In this model the strength is $2.397\,\mu_B^2$, lower than $\frac{12}5$ by 0.113\,\%. The mean weight of the small components is $4.35\times10^{-4}$, and the normalised overlap of the large components falls short of one by $1.24\times10^{-4}$. Both enter the square twice, giving $2(4.35+1.24)\times10^{-4}=1.12\times10^{-3}$. The last term of Eq.~(\ref{exact}) adds about $2\cdot5\Delta E/(4mc^2)=8\times10^{-6}$, with $\Delta E=1.60$ eV and $mc^2=511$ keV, and completes the reduction. When $c$ is tripled in the same potential, the overlap defect falls by a factor of 84, close to the 81 of a $1/c^4$ law. The whole reduction falls to 0.088 of its value, below the $\frac19=0.111$ of a pure $1/c^2$ law, because the overlap defect is a visible part of it at the real $c$. Going from $3c$ to $6c$ gives a ratio of 0.244, near the limiting $\frac14$.

The model has one adjustable length, fitted to the splitting alone, and a fixed central potential in place of the exchange and correlation between the 4d electron and the core. The relativistic reduction is therefore an estimate of size, about a tenth of a per cent, and not a correction to be applied to the real ion.

The model orbitals also size the competing electric-quadrupole decay. Its rate follows from the same golden rule with $|(\mathbf n\times\mathbf e)\cdot\boldsymbol\mu_{fi}|/c$ replaced by $\frac12ek\,|n_iT_{ij}e_j|$, where $e$ is the elementary charge, $k=\omega/c$, repeated indices are summed, and $T_{ij}$ is the matrix element of the right side of Eq.~(\ref{tensor}) times the radial integral of $r^2$. That integral is $0.95\,a_0^2$. Summing over final states, polarisations and directions gives $2.1\times10^{-3}\ {\rm s}^{-1}$, or $9\times10^{-5}$ of the magnetic-dipole rate. This rate goes as the square of the radial integral and shares the limits of the model: frozen-core Dirac--Fock orbitals are more compact, with an integral near $0.86\,a_0^2$, and lower the rate by about a fifth. The figure shows that the quadrupole decay is of order $10^{-4}$ of the magnetic one and is not a two-digit value for the real ion. The square of $k$ times the ion's radius, which sets the scale of corrections to the long-wavelength form, is $1.8\times10^{-7}$ with the same integral.

A tin plasma used as a source of extreme-ultraviolet light breaks a different assumption, that the excited ion is left alone for 43 ms. Describe de-excitation by electrons of energy $E$ and speed $v$ through $\sigma=\pi\hbar^2\Upsilon/(2mEg_u)$, where the effective collision strength $\Upsilon$ is a pure number, taken as constant. Since $v/E=2/(mv)$ and the Maxwell average of $1/v$ is $\sqrt{2m/(\pi k_BT)}$, the rate coefficient is
\begin{equation}
q=\langle\sigma v\rangle=\frac{\sqrt{2\pi}\,\hbar^2\,\Upsilon}{g_u\,m^{3/2}\sqrt{k_BT}} .
\end{equation}
With the rough values $k_BT=30$ eV and $\Upsilon=1$, $q=2.4\times10^{-9}\ {\rm cm^3/s}$. At a rough source density of $10^{19}$ electrons per cm$^3$ the collision rate is $2.4\times10^{10}\ {\rm s}^{-1}$ and the time for de-excitation to $^2D_{3/2}$ alone is 41 ps. This is not the full lifetime of the level: at 30 eV the strong dipole excitations 4p$\to$4d and 4d$\to$4f, which feed the extreme-ultraviolet emission, empty it at a comparable rate and shorten its life by a further factor of roughly two to three. About one de-excitation in $10^9$ then emits a photon of this line. At the same temperature and $\Upsilon$, the two rates match near $10^{10}$ electrons per cm$^3$, so radiative decay leads only in a far thinner plasma. This matching density scales inversely with $\Upsilon$, which was assumed and not calculated, and it leaves out the excitation channels. The direct scattering part of $\Upsilon$ in the plane-wave Born approximation is only 0.1 to 0.2, before exchange and resonances are added, so the collision figures are orders of magnitude.

Collisions shorten the life of the level but do not alter the matrix elements in Eq.~(\ref{result}). For the isolated ion, the estimates made here move the strength by less than one per cent, while a change of 0.05 eV in the rough splitting moves the decay rate by about ten per cent. Many-electron mixing that differs between the levels, hyperfine structure and the electric and magnetic fields of a plasma have not been sized.
